# Single-Scattering EXAFS of an Implanted Atom: Phase, Disorder and Loss

The fine structure above an X-ray absorption edge is used to find where an implanted atom sits, and it misleads if it is read directly. In the model of arsenic in silicon worked out below, the neighbours lie at 2.40 Å, yet the Fourier transform of the oscillation peaks at 2.07 Å. The strength of the oscillation misleads as well: bond disorder and photoelectron loss weaken it, as missing neighbours would. To separate these causes one needs the phase and the amplitude of the oscillation, with their signs and factors.

Take a K edge, with one active electron leaving an s core level $|i\rangle$. Atomic units are used in the algebra. The absorber and its neighbours are represented by spherical potentials that do not overlap, separated by a flat region whose potential is the zero of energy. There the photoelectron has energy $E=k^2/2$. For X-ray polarization $\boldsymbol\epsilon$ the dipole operator is $d=\boldsymbol\epsilon\cdot\mathbf r$, and the golden rule gives

$$
\mu(E)\propto\sum_f|\langle f|d|i\rangle|^2\delta(E-E_f)
=-\frac1\pi\,\mathrm{Im}\,\langle i|d\,G\,d|i\rangle ,
$$

where $G=(E-H+i0)^{-1}$. The second form follows from $\mathrm{Im}(x+i0)^{-1}=-\pi\delta(x)$. Prefactors that depend on the photon energy cancel in the relative oscillation $\chi=(\mu-\mu_0)/\mu_0$, where $\mu_0$ is the absorption with the neighbours removed.

Let $G_c$ be the Green function with the absorber alone. Keeping one scattering by one neighbour,

$$
G\simeq G_c+G_c\,t\,G_c,\qquad t=V+VG_0t,
$$

where $V$ is the neighbour's potential and $G_0$ the free Green function. All repeated scattering inside the neighbour is in $t$; trips back to the absorber followed by another scattering, and trips between neighbours, are dropped. Since the Hamiltonian is real, $G_c(\mathbf r,\mathbf r')$ is symmetric. With $w=G_cd|i\rangle$ the change in the matrix element is therefore $\int w\,t\,w$, without complex conjugation. This is why the phases of the outward and return journeys add.

**The outgoing wave.** The dipole operator turns the s level into a p source, $r\varphi(r)\,\boldsymbol\epsilon\cdot\hat{\mathbf r}$, where $\varphi$ is the core wave function. Let $R_1(r)$ be the regular p solution in the absorber's potential. Outside that potential,

$$
R_1=\cos\delta_1\,j_1(kr)-\sin\delta_1\,n_1(kr)
=\mathrm{Re}\,[e^{i\delta_1}h_1(kr)],\qquad h_l=j_l+in_l .
$$

Let $H_1$ be the solution that equals $e^{i\delta_1}h_1$ outside. The radial Green function has the form $g_1=C\,R_1(r_<)H_1(r_>)$. The radial equation requires its slope to jump by $2/r^2$, while the Wronskian is $R_1H_1'-R_1'H_1=i/(kr^2)$. Hence $C=-2ik$. With the dipole integral $M=\int r^3\varphi R_1\,dr$, the wave outside the absorber is

$$
w=-2ik\,e^{i\delta_1}M\,h_1(kr)\,\boldsymbol\epsilon\cdot\hat{\mathbf r}.
$$

The background needs $\mathrm{Im}\,g_1=-2kR_1(r)R_1(r')$, because $\mathrm{Re}\,H_1=R_1$. The angular integral of $(\boldsymbol\epsilon\cdot\hat{\mathbf r})^2$ is $4\pi/3$, so

$$
\mathrm{Im}\,\langle i|dG_cd|i\rangle=-\frac{8\pi}{3}kM^2. \tag{1}
$$

**Arrival at the neighbour.** Put the neighbour at $\mathbf R=R\hat{\mathbf z}$ and write $\mathbf r=\mathbf R+\mathbf x$. For $x<R$ the addition theorem is

$$
h_0(k|\mathbf R+\mathbf x|)=\sum_l(2l+1)(-1)^l h_l(kR)\,j_l(kx)P_l(\cos\theta),
$$

where $\theta$ is the angle between $\mathbf x$ and $\mathbf R$. Since $h_0'=-h_1$, the vector $h_1(kr)\hat{\mathbf r}$ equals $-k^{-1}\nabla h_0(kr)$, and at fixed $\mathbf x$ this gradient may be taken with respect to $\mathbf R$. Changing the length of $\mathbf R$ gives the component along the bond. Moving $\mathbf R$ sideways by $\xi$ changes $\cos\theta$ by $(\xi/R)\sin\theta\cos\phi$ and gives the transverse component. With $\rho=kR$,

$$
h_1\hat r_z=-\sum_l(2l+1)(-1)^lh_l'(\rho)j_lP_l,
$$

$$
h_1\hat r_x=-\frac1\rho\sum_l(2l+1)(-1)^lh_l(\rho)j_lP_l'\sin\theta\cos\phi .
$$

The neighbour acts on each partial wave separately. Let $t_l$ be the radial matrix element of $t$ between two functions $j_l$. Outside the neighbour an incident $j_l$ becomes $j_l-2ik\,t_lh_l$. In terms of the phase shift $\delta_l$ the same wave is

$$
e^{i\delta_l}(\cos\delta_l j_l-\sin\delta_l n_l)
=j_l+i e^{i\delta_l}\sin\delta_l\,h_l ,
$$

so that $t_l=-e^{i\delta_l}\sin\delta_l/(2k)$.

The angular factors in $\int w\,t\,w$ are $4\pi/(2l+1)$ for the bond component and $[4\pi/(2l+1)]\,l(l+1)/2$ for each transverse one. Apart from the square of the prefactor of $w$, the two kinds of polarization contribute

$$
S_\parallel=4\pi\sum_l(2l+1)t_l h_l'^2,\qquad
S_\perp=4\pi\sum_l(2l+1)t_l\frac{l(l+1)}{2\rho^2}h_l^2 .
$$

Cross terms vanish on integration over $\phi$. If $\vartheta$ is the angle between polarization and bond, the total is $\cos^2\vartheta\,S_\parallel+\sin^2\vartheta\,S_\perp$. Averaged over polarization it is $(S_\parallel+2S_\perp)/3$. For four tetrahedral neighbours $\sum_j\cos^2\vartheta_j=4/3$, so the average holds for every polarization.

Define the curved-wave backscattering amplitude

$$
F(k,R)=\frac1k\sum_l(2l+1)e^{i\delta_l}\sin\delta_l\;
\rho^2e^{-2i\rho}\left[h_l'^2+\frac{l(l+1)}{\rho^2}h_l^2\right].
\tag{2}
$$

Substituting $t_l$ gives $(S_\parallel+2S_\perp)/3=-(2\pi/3)F e^{2i\rho}/\rho^2$. The squared prefactor of $w$ is $-4k^2e^{2i\delta_1}M^2$. Their product is

$$
\int w\,t\,w=\frac{8\pi M^2}{3R^2}\,F\,e^{2i(kR+\delta_1)} .
$$

Dividing its imaginary part by equation (1) removes $M^2$. For $N$ equivalent neighbours without disorder or loss,

$$
\chi_0(k)=-\frac{N}{kR^2}\,\mathrm{Im}\left[F\,e^{2i(kR+\delta_1)}\right]. \tag{3}
$$

The path phase is $2kR$. The electron also crosses the absorber's potential on leaving and on returning, which gives $2\delta_1$, and the neighbour adds $\arg F$.

Equation (3) was tested against the definition of absorption. In atomic units the absorber potential was $-2e^{-r^2}$, the core function $e^{-3r}$, the neighbour potential $-0.002e^{-(r/0.6)^2}$, and $k=2$. The driven radial equation was solved numerically and the neighbour's effect integrated over its volume to first order. For $R$ between 6 and 8 the two results differed by at most 0.09% of the largest oscillation.

**The plane-wave limit.** At large $\rho$,

$$
h_l\simeq(-i)^{l+1}\frac{e^{i\rho}}{\rho}\left[1+\frac{i\,l(l+1)}{2\rho}\right],\qquad
h_l'\simeq i h_l\left(1+\frac i\rho\right).
$$

The transverse term in equation (2) is of relative order $1/\rho^2$. Squaring $h_l'$ gives

$$
\rho^2e^{-2i\rho}h_l'^2\simeq(-1)^l\left[1+\frac{i[l(l+1)+2]}{\rho}\right].
$$

The leading term turns $F$ into the ordinary backscattering amplitude $f(\pi)$, since $P_l(-1)=(-1)^l$, and

$$
\chi_0\to-\frac{N|f(\pi)|}{kR^2}\sin\left[2kR+2\delta_1+\arg f(\pi)\right].
$$

The minus sign belongs to this definition of $f$; a convention that absorbs $\pi$ into the phase has a plus sign. For a single bond at fixed polarization, $S_\perp$ drops out in this limit and the weight is $3\cos^2\vartheta$.

The correction shows when a single partial wave is close to its limit: $l(l+1)+2$ must be small compared with $kR$. A large $kR$ alone does not ensure this for every wave, because larger $k$ brings in larger $l$. The error of the whole amplitude also depends on how the waves interfere, so it need not follow the error of the highest one. At fixed $k$ it falls as $1/R$ at large $R$. A pure s-wave scatterer gives a closed case, $F=f(1+i/\rho)^2$, whose expansion agrees with the general correction at $l=0$.

**Photoelectron attenuation.** Let the electron be lost from the elastic channel at a rate described by a uniform imaginary energy $i\eta$. The wave number becomes $k+i\kappa$, with

$$
\frac{(k+i\kappa)^2}{2}=E+i\eta\quad\Rightarrow\quad k\kappa=\eta .
$$

The wave crosses the distance $R$ twice, which gives $e^{-2\kappa R}$. If $\ell$ is the inelastic mean free path of the intensity, the amplitude decays as $e^{-r/(2\ell)}$, so loss in the solid contributes $\kappa=1/(2\ell)$ and the round-trip factor $e^{-R/\ell}$. If the round-trip factor $e^{-2\kappa R}$ is written as $e^{-2R/\lambda}$, then $\lambda=1/\kappa$ is an amplitude length, which is $2\ell$ when inelastic loss acts alone. Using $\ell$ in place of $\lambda$ would count the loss twice.

The core hole also has a finite lifetime. Its Lorentzian line of full width $\Gamma$ averages the signal over electron energy. Well above threshold, where the lower energy limit has little effect, the factor $e^{2ikR}$ can be continued into the upper half of the energy plane. Closing the contour there replaces $E$ by $E+i\Gamma/2$. The two decay rates add:

$$
\kappa=\frac1{2\ell}+\frac{\Gamma}{2k}. \tag{4}
$$

In the test system above, with $\eta=0.05$ and thus $\kappa=0.025$, moving the neighbour from $R=6$ to $R=10$ should multiply the signal by $e^{-0.2}=0.819$, apart from the changes already present without loss. The direct calculation gave 0.818.

Equation (4) is applied here to the path between atomic centres. A complex $k$ also enters $\delta_1$ and $F$, replacing $2R$ in the exponent by $2R+2\,d\delta_1/dk+d\arg F/dk$. This correction is dropped and is sized below.

**Gaussian disorder.** Let the absorber–neighbour distance be $R+s$, where $s$ is Gaussian with mean zero and variance $\sigma^2$. Ignore the variation of $F$ over this narrow spread and expand the logarithm of the geometric factor:

$$
\frac{e^{2(ik-\kappa)(R+s)}}{(R+s)^2}
\simeq\frac{e^{2(ik-\kappa)R}}{R^2}\,e^{as},\qquad
a=2ik-2\left(\kappa+\frac1R\right).
$$

The Gaussian average is $\langle e^{as}\rangle=e^{a^2\sigma^2/2}$, with

$$
\frac{a^2\sigma^2}{2}=-2k^2\sigma^2-4ik\sigma^2\left(\kappa+\frac1R\right)
+2\sigma^2\left(\kappa+\frac1R\right)^2 .
$$

The first term is the disorder damping. The second is a small phase: nearer neighbours scatter more strongly, so the apparent distance is shorter by $2\sigma^2(\kappa+1/R)$. The third is about 0.002 in the example below. Keeping the first term gives the working result

$$
\chi(k)=-\frac{N}{kR^2}e^{-2\kappa R-2k^2\sigma^2}
\,\mathrm{Im}\left[F\,e^{2i(kR+\delta_1)}\right]. \tag{5}
$$

Here $\sigma^2$ is the variance of the distance between the two atoms. Motion that they share does not contribute. Sideways relative motion lengthens the mean distance by $\langle u_\perp^2\rangle/(2R)$. For isotropic relative motion $\langle u_\perp^2\rangle=2\sigma^2$, so the lengthening is $\sigma^2/R$. The $R$ in equation (5) is the mean distance, which includes it.

If the distribution is skewed, $\ln\langle e^{2iks}\rangle$ contains a third cumulant $C_3$, with the term $(2ik)^3C_3/6=-4ik^3C_3/3$. It changes the phase rather than the amplitude, and can therefore pass for a change of distance.

**Arsenic in annealed silicon.** Place the arsenic on a silicon site with four silicon neighbours. The illustrative inputs are $R=2.40$ Å, $\sigma^2=0.004$ Å$^2$, $\ell=8$ Å and $\Gamma=2$ eV. The phase shifts come from unrestricted Hartree–Fock densities of the free atoms in the def2-TZVP basis. Each density supplies an electrostatic potential and a local exchange potential, cut and shifted to zero at a sphere of radius 1.20 Å. This leaves out relativity, bonding and the energy dependence of exchange.

At $k=8.0$ Å$^{-1}$, which is 244 eV above the flat potential, the model gives $|F|=0.354$ Å, $\arg F=1.755$ and $\delta_1=2.428$, the last up to a multiple of $\pi$. The total phase is

$$
2(8.0)(2.40)+2(2.428)+1.755=45.01\ \text{rad},
$$

whose sine is 0.857. The geometric factor is $4/(8.0\times2.40^2)=0.0868$ Å$^{-1}$.

Inelastic loss contributes $e^{-2.40/8.0}=0.741$ and the core hole 0.924, together 0.685. Disorder contributes $e^{-2(64)(0.004)}=0.599$. Therefore

$$
\chi=-0.0868\times0.354\times0.685\times0.599\times0.857=-0.0108 .
$$

A numerical average over the Gaussian distances, with $F$ recomputed at each distance, gives $-0.0105$. Between 3 and 14 Å$^{-1}$ equation (5) departs from that average by at most 2.9% of the largest signal amplitude, and by 1.4% when the small phase is restored. Near a zero crossing the relative error can be large: at 10 Å$^{-1}$ the formula gives $-0.00004$ and the average $-0.00040$. There the total phase is close to a multiple of $\pi$, and the omitted phase of about $-0.08$ rad supplies most of the difference.

The two damping factors depend differently on $k$. From 4 to 12 Å$^{-1}$ the loss factor rises from 0.63 to 0.70, because $\ell$ is held fixed and the core-hole part of $\kappa$ falls as $1/k$. The disorder factor falls from 0.88 to 0.32. This separates an annealing effect from a change in coordination. With everything else fixed, two samples have the amplitude ratio

$$
\ln\frac{A_{\rm annealed}}{A_{\rm damaged}}
=\ln\frac{N_{\rm annealed}}{N_{\rm damaged}}
+2k^2(\sigma^2_{\rm damaged}-\sigma^2_{\rm annealed}).
$$

Plotted against $k^2$, disorder sets the slope and coordination the intercept. For a damaged sample with $\sigma^2=0.007$ Å$^2$ and the same $N$, the averaged signals give a difference of 0.00302 Å$^2$, against the 0.00300 Å$^2$ put in.

**Reading the distance.** The averaged signal was multiplied by $k^2$ and a smooth window from 3 to 14 Å$^{-1}$, then Fourier transformed. Without phase correction the peak is at 2.069 Å. The shift follows from the slope of the atomic phases. Between 6 and 10 Å$^{-1}$, $\delta_1$ falls from 2.890 to 2.045 and $\arg F$ from 2.218 to 1.307, so

$$
\frac12\left(2\frac{d\delta_1}{dk}+\frac{d\arg F}{dk}\right)
\simeq\frac12(-0.42-0.23)=-0.33\ \text{Å},
$$

which predicts a peak near 2.07 Å. The same slopes size the correction dropped from the attenuation. With $\kappa=0.079$ Å$^{-1}$ at 8 Å$^{-1}$ they would raise the amplitude by a factor $e^{0.079\times0.65}\simeq1.05$, if the loss were uniform inside the atoms too.

Removing the phase with $f(\pi)$ gives 2.366 Å; removing it with $F$ gives 2.396 Å. The plane-wave approximation thus costs about 0.03 Å in this model, and at 8 Å$^{-1}$ $f(\pi)$ differs from $F$ by 24% of $|F|$ as a complex number. The remaining 0.004 Å is the disorder shift $2\sigma^2(\kappa+1/R)$. This recovery uses the same atomic phases that built the signal, so it says nothing about the accuracy of the potentials.

The potentials leave a large uncertainty in the phase. At 8 Å$^{-1}$, with $k$, $R$ and the sphere radii fixed, switching the local exchange on or off changes the phase by 1.18 rad. Replacing neutral arsenic by a free ion with a 1s hole changes it by 0.36 rad in this basis and by 0.32 rad when the core functions are uncontracted; screening in the solid will alter that figure. The signs and zeros of the computed $\chi$ are therefore properties of the model. A constant phase error leaves the transform peak in place, but one that varies with $k$ moves it. Correcting the signal with phases computed without exchange shortens the distance by 0.03 Å, and shrinking the spheres to 1.10 Å moves the uncorrected peak from 2.069 to 2.083 Å. A measured distance therefore needs better potentials or a reference compound with the same atom pair.

The energy zero matters in a similar way. An error $\Delta E$ changes $k$ by $\Delta E/k$ in atomic units, and the path phase by $2R\,\Delta E/k$. For 1 eV at 8 Å$^{-1}$ this is 0.08 rad.

In a real implant the electrons left behind also rearrange when the hole opens. The squared overlap of their Hartree–Fock states before and after, computed for the free ion, is 0.76 to 0.77, depending on the basis. If only the fully relaxed channel contributes to the oscillation, the amplitude falls by this factor, and four neighbours would be read as about three. An arsenic atom beside a vacancy really has three silicon neighbours, so coordination cannot be inferred from amplitude until this factor has been calibrated. At high dose arsenic may occupy several kinds of site, and the measured signal is their average; equation (5) must then be summed over sites. Equation (5) also assumes that the detected signal is proportional to $\mu$. In fluorescence this requires a thin layer, or arsenic dilute enough to add little to the total absorption.

Equation (5) with $N=4$ describes the first shell only. In the crystal it applies after that shell has been isolated in the Fourier transform, because longer paths are not all weak. The multiple-scattering paths that stay within the first shell are small in this model. At 8 Å$^{-1}$, in the plane-wave approximation and without their disorder factors, a second round trip to the same neighbour has 3.7% of the single-scattering amplitude. The triangular paths through two first neighbours together have 5.1%, and their half length is 4.36 Å, well away from the first shell. If the lattice is continued with the same bond length, the 24 triangles through a first and a second neighbour have the same half length and about 17%. Single scattering from the twelve second neighbours, at 3.92 Å, has nearly 90% before its own disorder factor. These paths are separated from the first shell by their length, not by their weakness. Skewness also matters at large $k$: a chosen $C_3=5\times10^{-5}$ Å$^3$ changes the phase by $-0.12$ rad at 12 Å$^{-1}$. Strongly damaged or hot material, where the distance distribution is broad or lopsided, needs that distribution itself in place of the Gaussian factor. The remaining computed values are in the numerical output.

## Calculated quantities

```
As-Si distance R = 2.40 angstrom; neighbours N = 4
muffin-tin radius = 1.20 angstrom
annealed sigma^2 = 0.0040 angstrom^2
damaged sigma^2 = 0.0070 angstrom^2
intensity mean free path = 8.0 angstrom
core-hole full width = 2.0 eV
k [1/A], energy [eV], |f(pi)| [A], |F| [A], arg F [rad]
 4.0    61.0   1.0377   0.9409    2.612
 6.0   137.2   0.6836   0.6130    2.218
 8.0   243.8   0.3947   0.3544    1.755
10.0   381.0   0.2408   0.2190    1.307
12.0   548.6   0.1551   0.1431    0.896
k [1/A], delta1 mod pi [rad], loss, disorder, chi formula, chi average
 4.0   0.314  0.6329  0.8799   0.03946   0.03744
 6.0   2.890  0.6670  0.7498   0.02782   0.02903
 8.0   2.428  0.6847  0.5993  -0.01081  -0.01047
10.0   2.045  0.6956  0.4493  -0.00004  -0.00040
12.0   1.718  0.7029  0.3160   0.00144   0.00154
kappa at k=8/A = 0.07890 1/angstrom
lambda=1/kappa at k=8/A = 12.67 angstrom
core-hole damping at k=8/A = 0.9243
definition test, relative error = 9.15e-04
loss test: direct = 0.81757, formula = 0.81873
disorder error, simple formula / peak = 0.0286
disorder error, with small phase / peak = 0.0143
small disorder phase at k=12/A = -0.0941 rad
transverse-motion mean shift = 0.00167 angstrom
raw transform peak = 2.069 angstrom
plane-wave corrected peak = 2.366 angstrom
curved-wave corrected peak = 2.396 angstrom
recovered change of sigma^2 = 0.00302 angstrom^2
damaged/annealed amplitude at k=10/A = 0.5502
plane-wave relative error at k=8/A = 0.2376
local-exchange phase effect at k=8/A = 1.182 rad
free-ion core-hole phase effect at k=8/A = 0.358 rad
free-ion passive-electron overlap squared = 0.7615
repeated/single scattering at k=8/A = 0.0371
triangle/single scattering at k=8/A = 0.0507
triangle half path = 4.360 angstrom
chosen third cumulant = 5.0e-05 angstrom^3
third-cumulant phase at k=12/A = -0.1152 rad
```
